# Comment on reading coexisting alloy compositions from free-energy minima

**The argument under review.** A solder joint in a chip package is held at 400 K and contains two solid phases, one rich in lead and one rich in tin. The argument plots the free energy per atom of each phase against composition. It then says: "Each phase lowers its free energy as far as it can. The two compositions are therefore those at the two minima, and the lever rule gives the amounts." The curves and the lever rule are sound. The question is whether the word "therefore" is justified.

**The curves.** Let $x$ be the atomic fraction of tin. Phase $\alpha$ is face-centred cubic (fcc) and lead-rich; phase $\beta$ is tetragonal and tin-rich. Temperature and pressure are fixed, the joint exchanges no atoms with its surroundings, and interface energy and coherency stress are left out for now. Both phases are modelled as regular solutions, with randomly mixed atoms and an interaction energy proportional to $x(1-x)$:

$$g_\alpha=20x+60x(1-x)+kT\,[x\ln x+(1-x)\ln(1-x)],$$

$$g_\beta=20(1-x)+120x(1-x)+kT\,[x\ln x+(1-x)\ln(1-x)].$$

Energies are in meV per atom and $kT=34.47$ meV. The zeros are pure lead and pure tin in their stable structures, so 20 meV is the cost of putting tin into the fcc structure, or lead into the tetragonal one. These are round model values.

The lowest minima lie at $x=0.1363$ for $\alpha$, with energy $-3.936$, and at $x=0.9807$ for $\beta$, with energy $-0.628$. The curve of $\beta$ has a second, local minimum near $x=0.098$, but at 17.6 meV it lies far above the curve of $\alpha$ and plays no part below. The two lowest minima differ in height by $h=g_{\beta,\min}-g_{\alpha,\min}=3.308$ meV per atom, or 319 J/mol.

**What is minimized.** The phases are not free to relax separately. If $\alpha$ takes up tin, $\beta$ must lose it. Let $f$ be the fraction of all atoms that are in $\beta$, and $x_0$ the overall composition. The quantity to minimize is

$$G=(1-f)\,g_\alpha(x_\alpha)+f\,g_\beta(x_\beta),\qquad (1-f)x_\alpha+f x_\beta=x_0 .$$

Attach a multiplier $s$ to the constraint and make

$$L=G-s\,[(1-f)x_\alpha+f x_\beta-x_0]$$

stationary. For $0<f<1$ the three derivatives give

$$\frac{\partial L}{\partial x_\alpha}=(1-f)\,[g_\alpha'(x_\alpha)-s]=0,\qquad \frac{\partial L}{\partial x_\beta}=f\,[g_\beta'(x_\beta)-s]=0,$$

$$\frac{\partial L}{\partial f}=g_\beta(x_\beta)-g_\alpha(x_\alpha)-s\,(x_\beta-x_\alpha)=0 .$$

The first two say that the curves have the same slope $s$ at the two compositions. The third says that the straight line joining the two points has that slope too. One line therefore touches both curves. The argument under review has set $s=0$ without a reason.

Stationarity alone does not prove stability. If the line lies nowhere above either curve, however, every mixture with overall composition $x_0$ has an energy at or above the line's value at $x_0$, and the tangent mixture reaches that value. This matters here because $g_\beta$ is not convex everywhere. The lower convex hull of the two curves, computed on a grid of spacing 0.00005, has its widest gap between 0.1625 and 0.9830. Solving the tangent equations gives

$$x_\alpha=0.1624,\qquad x_\beta=0.9830,\qquad s=3.971\ \text{meV per atom}.$$

Direct minimization of $G$ at $x_0=0.7$, without use of the tangent equations, gives the same two compositions to four digits.

**Which chemical potentials must be equal.** For $n_A$ lead and $n_B$ tin atoms in one phase, the total energy is $n\,g(x)$, with $n=n_A+n_B$ and $x=n_B/n$. Adding a lead atom changes $x$ at the rate $-n_B/n^2=-x/n$. Adding a tin atom changes it at the rate $1/n-n_B/n^2=(1-x)/n$. The product rule then gives

$$\mu_A=g-x\,g',\qquad \mu_B=g+(1-x)\,g' .$$

The tangent at $x$ is the line $y(X)=g+(X-x)g'$, so $\mu_A=y(0)$ and $\mu_B=y(1)$. Two phases that share a tangent share both intercepts, and each element has the same potential in both phases. In the example,

$$\mu_A=-3.882-0.1624\times3.971=-4.527,$$

$$\mu_B=-3.882+0.8376\times3.971=-0.556\ \text{meV},$$

and finite differences of the total energy give these values for $\beta$ as well.

At a minimum $g'=0$, so $\mu_A=\mu_B=g_{\min}$. That is an equality between two elements in one phase. Equilibrium between phases needs an equality for each element between the two phases. At the proposed compositions both potentials are $-3.936$ meV in $\alpha$ and $-0.628$ meV in $\beta$. Moving one atom of either element from $\beta$ to $\alpha$ initially lowers $G$ by 3.31 meV. The proposed state is not in equilibrium.

**How each phase can rise while the total falls.** Take $x_0=0.7$. The lever rule applied to the minima gives

$$f=\frac{0.7-0.1363}{0.9807-0.1363}=0.668,$$

while the tangent contacts give $f=0.655$. In going from the first state to the second, the energy per atom of $\alpha$ rises from $-3.936$ to $-3.882$ meV, and that of $\beta$ rises from $-0.628$ to $-0.623$ meV. Neither phase has lowered its own energy per atom. The total nevertheless falls from $-1.727$ to $-1.747$ meV, because about 1.25 % of all atoms have moved into the phase of lower energy. The phrase "each phase lowers its free energy" overlooks this change in the amounts.

The gain is only 0.020 meV per atom of alloy, although the initial driving force is 3.31 meV per transferred atom. The two numbers agree: the driving force drops to zero during the transfer, so its average is about half the initial value, and $0.0125\times3.31/2\approx0.02$ meV.

**The minima depend on a bookkeeping choice.** The energy zero of each pure element is a convention. Changing the zeros adds the same linear term $a+bx$ to both curves. The total changes by

$$(1-f)(a+bx_\alpha)+f(a+bx_\beta)=a+bx_0,$$

which is constant, so the equilibrium compositions stay where they are. The minima do not, since their condition becomes $g'+b=0$.

Suppose that fcc tin is taken as the zero for tin, which subtracts $20x$ from both curves. The condition for the minimum of $\alpha$ becomes

$$60(1-2x)+kT\ln\frac{x}{1-x}=0,$$

with the solution $x=0.5$. The minimum of $\beta$ moves to 0.9898. The argument would now predict a lead-rich phase that is half tin, and a $\beta$ fraction of 0.408. Evaluated with the original zeros, that state lies 2.18 meV per atom above equilibrium, about a hundred times the earlier excess. Nothing in the joint has changed. A rule whose prediction depends on the choice of zeros cannot be a condition of equilibrium.

With $b=-s$ the common tangent becomes horizontal, and then the minima do coincide with the contacts. Finding that choice requires knowing the tangent first.

**Direction and size of the error.** The height difference $h$ fixes the sign of the shift. On each convex branch let $x_i(t)$ be the composition at which $g_i'=t$, and define $\varphi_i(t)=g_i(x_i)-t\,x_i$. Then

$$\frac{d\varphi_i}{dt}=g_i'\frac{dx_i}{dt}-x_i-t\frac{dx_i}{dt}=-x_i ,$$

because $g_i'=t$. The difference $\varphi_\beta-\varphi_\alpha$ equals $h$ at $t=0$. At $t=s$ it vanishes, because there the two tangents have the same intercept at $x=0$. Integration gives

$$h=\int_0^s[x_\beta(t)-x_\alpha(t)]\,dt .$$

As long as $x_\beta>x_\alpha$ along the way, $s$ has the sign of $h$. Since $dx_i/dt=1/g_i''>0$, both compositions move the same way. Here $\beta$ has the higher minimum, so both phases contain more tin than their minima suggest.

For small $h$ the gap in the integrand can be replaced by its value at the minima:

$$s\approx\frac{h}{x_{\beta,\min}-x_{\alpha,\min}},\qquad x_i\approx x_{i,\min}+\frac{s}{g_i''},\qquad g_i''=\frac{kT}{x(1-x)}-2w_i ,$$

where $w_i$ is the interaction energy, 60 or 120 meV. The numbers are $s\approx3.308/0.8444=3.918$ meV, with curvatures of 172.8 and 1579 meV. The estimated contacts are 0.1590 and 0.9832. The small curvature of $\alpha$ explains why its composition shifts about ten times as far as that of $\beta$.

For $\alpha$ the estimated shift is 0.0227 and the actual one 0.0261, so the estimate is 13 % too small relative to the actual shift. The main reason is that the curvature of $g_\alpha$ falls from 173 to about 133 meV between the minimum and the contact. The neglected terms are quadratic in $h$. When the curve of $\beta$ is lowered uniformly so that $h$ is first 0.4 and then 0.2 meV, the errors of the two estimated compositions fall by factors of 4.04 and 3.98.

**Two limits in which the argument looks right.** The first is a symmetric miscibility gap, where both phases lie on one curve with $g(x)=g(1-x)$. Its two minima have equal height, so $h=0$ and $s=0$. With an interaction of 100 meV at 400 K, the minima and the coexisting compositions are both 0.0807 and 0.9193. Adding $5x$ meV to this curve moves the minima to 0.0647 and 0.8958. The coexisting compositions remain at 0.0807 and 0.9193.

The second limit is very low mutual solubility, with the stable pure elements as zeros. At its minimum $\alpha$ has energy $\mu_A=kT\ln(1-x)+w_\alpha x^2\approx-kT\,x_{\alpha,\min}$ to first order. In the same way $\beta$ has $-kT\,y_{\min}$, where $y=1-x$ is its lead content. Since the composition gap is nearly one,

$$s\approx h\approx kT\,(x_{\alpha,\min}-y_{\min}).$$

For small $x$ the slope of $g_\alpha$ is a constant plus $kT\ln x$, so raising the slope from 0 to $s$ multiplies $x$ by $e^{s/kT}$. The relative error of the minimum is then about $x_{\alpha,\min}-y_{\min}$, which vanishes with the solubilities. The minima become good approximations because this choice of zeros makes the tangent nearly horizontal. In the example the solubility in $\alpha$ is not small, and its minimum is 16 % below the true tin content.

**Comparison with a real joint.** The parameters are round values chosen to resemble lead–tin solder, not fitted to it. The model shares with the real alloy the two crystal structures and the much larger solubility of tin in lead than of lead in tin. It is not a fitted phase diagram. Raising the interaction energy of $\alpha$ by 5 meV moves $x_\alpha$ by $-0.029$, as much as the error under discussion. The second decimal of $x_\alpha$ is therefore not a prediction for real solder. The size of the error depends on the parameters too: with the same 5 meV change, the minimum of $g_\alpha$ moves to about 0.116, and its distance from the contact falls from 0.026 to about 0.017. The argument against using the minima does not depend on these values, because minima and contacts are always compared on the same curves.

A real joint also breaks the assumption of a constant 400 K. With the same parameters at 300 K, the contacts are 0.059 and 0.996. In the real alloy the structure and interaction energies themselves depend on temperature, and the solubility of tin in lead falls faster on cooling than this fixed-parameter model shows. Equilibrium takes time as well: for a rough diffusivity $D=10^{-17}$ m²/s, atoms need about $L^2/D=28$ h to cross $L=1$ µm. A joint that is heated and cooled more quickly need not have either set of compositions.

**Other neglected effects.** These are sized with rough inputs.

- *Short-range order in $\alpha$.* With $z=12$ neighbours, an unlike bond costs $w/z$. At fixed composition the energy varies as $-(2w/z)\sum\delta n_i\,\delta n_j$ over the $Nz/2$ bonds of $N$ atoms, where $\delta n_i$ is the deviation of a site's tin occupation from $x$. For random mixing its variance is $(Nz/2)(4w^2/z^2)x^2(1-x)^2$. The leading correction to the free energy is minus the variance over $2kT$, or $-w^2x^2(1-x)^2/(zkT)$ per atom. It moves $x_\alpha$ by $+0.015$. This is the leading term only; higher orders, which on the fcc lattice include triangles of nearest neighbours, raise the shift to about $+0.02$.
- *Curved interfaces.* For a sphere of radius $r$ the area grows with volume at the rate $2/r$, so an atom of volume $\Omega$ added to a $\beta$ particle costs $2\gamma\Omega/r$. With $\gamma=0.1$ J/m², $\Omega=0.027$ nm³ and $r=1$ µm this is 0.034 meV, and $x_\alpha$ moves by $+0.0003$. If instead $\alpha$ forms the particles, the shift has the opposite sign.
- *Pressure.* A pressure of 30 MPa acting on an assumed volume increase of 0.001 nm³ for tin in the fcc structure does 0.19 meV of work and moves $x_\alpha$ by $-0.0017$. A volume term linear in $x$ and common to both phases has no effect, for the same reason as a change of zeros.
- *The liquid.* The eutectic lies roughly 60 K above the temperature of the joint. With a melting entropy of about 1.5 $k$ per atom, the liquid of eutectic composition lies some 7 to 8 meV per atom above the solid mixture at 400 K, so it does not compete.

**Where the common tangent itself fails.** If the two lattices were forced to match across their interface, elastic energy would enter. Counting only the difference in atomic volume, 0.030 against 0.027 nm³, and treating it as equal in all directions gives a linear misfit $\varepsilon=\tfrac13\ln(0.030/0.027)=3.5\,\%$. Equal in-plane strains in a layer that is free to relax along its normal produce the stress $E\varepsilon/(1-\nu)$ in two directions, and hence the energy density $E\varepsilon^2/(1-\nu)$. With the rough values $E=35$ GPa and $\nu=0.35$, multiplying by the mean atomic volume of 0.0285 nm³ gives about 12 meV per atom of the strained layer, more than three times $h$. This sizes the volume difference only; the fcc and tetragonal lattices also differ in shape, which the estimate leaves out. Such an energy depends on the shape and amounts of the phases, so it cannot be assigned to two independent curves. The analysis above therefore holds for incoherent phases, whose interface does not transmit this misfit.

**Recommendation.** The sentence containing "therefore" should be replaced by the two conditions $\mu_A^\alpha=\mu_A^\beta$ and $\mu_B^\alpha=\mu_B^\beta$, and the compositions read from the common tangent. The lever rule can stay, applied to the contacts of these model curves, 0.162 and 0.983, for overall compositions between them.

## Table of computed values

```
temperature 400 K, kT = 34.469 meV
alpha: tin structure energy 20, w 60 meV
beta: lead structure energy 20, w 120 meV
overall tin fraction 0.70
minima, tin fraction: alpha 0.1363, beta 0.9807
minimum energies: -3.9360, -0.6277 meV/atom
height difference 3.3083 meV/atom
same in J/mol: 319.2
tangent contacts, tin fraction: 0.1624, 0.9830
energies at contacts: -3.8818, -0.6232 meV/atom
tangent slope 3.9712 meV/atom
direct minimization: [0.1624 0.983 ]
hull contacts: 0.1625, 0.9830
mu lead in alpha, beta: -4.5269, -4.5269 meV
mu tin in alpha, beta: -0.5557, -0.5557 meV
gap integrated over slope 3.3083 meV/atom
curvatures at minima: 172.8, 1579.2 meV/atom
estimated slope 3.9180 meV/atom
estimated contacts 0.1590, 0.9832
estimate error ratio on halving height: [4.04 3.98]
fcc-tin zero: minima 0.5000, 0.9898
beta fraction, true tangent 0.6551
beta fraction, original minima 0.6676
beta fraction, fcc-tin-zero minima 0.4084
equilibrium energy -1.7471 meV/atom
excess, original minima 0.0197 meV/atom
excess, fcc-tin-zero minima 2.1789 meV/atom
symmetric curve (w = 100 meV): minima [0.0807 0.9193]
symmetric binodal [0.0807 0.9193]
tilt +5 meV: minima [0.0647 0.8958]
tilt +5 meV: binodal [0.0807 0.9193]
short-range order, z=12: alpha contact shift +0.0149
alpha w raised 5 meV: alpha contact shift -0.0287
contacts at 300 K: 0.0588, 0.9956
interface 0.1 J/m2, radius 1 um
curvature energy 0.0337 meV, shift +0.00031
pressure 30 MPa, volume change 0.001 nm3
pressure work 0.1872 meV, shift -0.00167
atomic volumes: lead 0.030, tin 0.027 nm3
Young modulus 35 GPa, Poisson ratio 0.35
coherent misfit 3.51 %, energy 11.81 meV/atom
eutectic 456 K, melting entropy 1.5 k_B
liquid above solid mixture by about 7.24 meV/atom
diffusivity 1e-17 m2/s, distance 1 um
diffusion time about 28 h
```
